# The product rule for the T2 modes of silane and perdeuterosilane

## Question

Silane is a gaseous precursor for silicon films, and its deuterated form SiD$_4$ is used to trace hydrogen. Both are tetrahedral and have two infrared-active vibrations of species $T_2$: a stretch (label 3) and a bend (label 4). Their harmonic frequencies are $\omega_3,\omega_4$ and their fundamentals, the actual transition energies from the ground level to one quantum, are $\nu_3,\nu_4$. A prime marks SiD$_4$.

Treat isolated molecules with $^{28}$Si and zero total angular momentum, on one Born-Oppenheimer surface. Use atomic units in the algebra, so that $\hbar=1$ and a frequency is an energy. The atomic masses are $m_H=1.00783$, $m_D=2.01410$ and $m_{Si}=27.97693$ u.

## (a) Show that the $T_2$ vibrations can be found from a problem with three coordinates.

**Answer.** For the classes $E,8C_3,3C_2,6S_4,6\sigma_d$ of $T_d$, the numbers of unmoved atoms are $5,2,1,1,3$. Each contributes $3,0,-1,-1,1$ to the character of the displacements, which is therefore $15,0,-1,-1,3$. The $T_2$ characters are $3,0,-1,-1,1$, so $T_2$ occurs

$$\frac{45+0+3+6+18}{24}=3$$

times. One occurrence is translation. Rotation belongs to $T_1$ and takes nothing from this count, so two vibrations remain.

Place silicon at the origin and the hydrogens along $(\sigma_x,\sigma_y,\sigma_z)$, with each $\sigma=\pm1$ and $\sigma_x\sigma_y\sigma_z=1$. Three displacements that transform like $z$ are:

- silicon moves by $z_0$ along $z$;
- every hydrogen moves by $s_1/2$ along $z$;
- each hydrogen moves by $(\sigma_y,\sigma_x,0)\,s_2/\sqrt8$.

The third is the gradient of $xy$ taken at the hydrogens. Since $T_d$ leaves $xyz$ unchanged, $xy$ transforms like $z$. The squared lengths of the hydrogen patterns are $4\times\frac14=1$ and $4\times\frac28=1$, and the patterns are orthogonal. With $m$ the mass of H or D, the kinetic energy is

$$T=\tfrac12\left(m_{Si}\dot z_0^2+m\dot s_1^2+m\dot s_2^2\right).$$

The harmonic energy is invariant under $T_d$, so it cannot couple these coordinates to other species or to the other two components of $T_2$. The potential is $\frac12 u^TKu$ with $u=(z_0,s_1,s_2)$ and $K$ a symmetric $3\times3$ matrix.

## (b) Derive the ratio $\omega_3'\omega_4'/(\omega_3\omega_4)$ without knowing the force constants. Evaluate it and examine its limits.

**Answer.** A uniform translation by one unit has $z_0=1$ and $s_1/2=1$, so it is $t=(1,2,0)^T$. It costs no energy, hence $Kt=0$ and $\det K=0$. Both vibrations have nonzero frequency, so $t$ spans the whole null space.

The adjugate obeys $K\,\mathrm{adj}K=(\det K)\,1=0$. Each of its columns is therefore a multiple of $t$, and since it is symmetric,

$$\mathrm{adj}K=c\,tt^T .$$

Its first diagonal element is $c\,t_0^2=c$. By definition it is also the minor left when the silicon row and column are deleted, so $c=K_{11}K_{22}-K_{12}^2$, with indices 1 and 2 for $s_1$ and $s_2$.

Let $\mu=\mathrm{diag}(m_{Si},m,m)$. The eigenvalues of $\mu^{-1}K$ are $0,\omega_3^2,\omega_4^2$. The sum of its principal $2\times2$ minors equals the sum of products of pairs of eigenvalues, of which one pair is nonzero. In the minor that omits coordinate $i$, the rows carry the inverse masses of the other two coordinates, whose product is $\mu_i/\det\mu$. Thus

$$\omega_3^2\omega_4^2=\sum_i\frac{\mu_i}{\det\mu}(\mathrm{adj}K)_{ii}
=\frac{c}{\det\mu}\sum_i\mu_it_i^2
=\frac{c\,(m_{Si}+4m)}{m_{Si}m^2}.$$

The electronic energy surface, and so $c$, is the same for H and D. Division and a square root give

$$\boxed{\frac{\omega_3'\omega_4'}{\omega_3\omega_4}=\rho=\frac{m_H}{m_D}\sqrt{\frac{m_{Si}+4m_D}{m_{Si}+4m_H}}}$$

The total masses are 32.0082 and 36.0333 u, so $\rho=0.50038\times1.06101=0.5309$.

If silicon were infinitely heavy, the square root would be 1 and $\rho=m_H/m_D$: two pure hydrogen motions, each scaling as $m^{-1/2}$. If silicon were very light, $\rho$ would tend to $(m_H/m_D)^{1/2}$. The product of squared frequencies is then $4c/(m_{Si}m)$ instead of the $c/m^2$ of heavy silicon, so one factor $m^{-1}$ has been replaced by $4/m_{Si}$.

The totally symmetric stretch is a useful contrast. Silicon is at rest in it, so its single harmonic frequency has the ratio $\sqrt{0.50038}=0.7074$. The geometric mean ratio for the two $T_2$ modes is $\sqrt{0.5309}=0.7286$, because silicon takes part in them.

## (c) Let $\nu_s=\omega_s+\Delta_s$ and $\delta_s=\Delta_s/\omega_s$. Express the relative excess of the fundamental ratio over $\rho$. Does a nonzero excess prove anharmonicity?

**Answer.** Inserting $\nu_s=\omega_s(1+\delta_s)$ for both molecules and dividing by $\rho$ gives

$$X=\frac{\nu_3'\nu_4'}{\rho\,\nu_3\nu_4}-1=\prod_{s=3,4}\frac{1+\delta_s'}{1+\delta_s}-1
\approx\sum_{s=3,4}(\delta_s'-\delta_s),$$

where the last form is of first order in $\delta$.

A nonzero $X$ proves that some premise of the harmonic rule does not hold for the data. A wrong assignment, a different silicon isotope or a band maximum used in place of the band origin would also produce one. To attribute $X$ to anharmonicity, the shifts $\Delta_s$ must be calculated.

## (d) Derive $\Delta_k$ to second order from the Hamiltonian below.

In dimensionless normal coordinates $q_i$ with momenta $p_i$,

$$H=\tfrac12\sum_i\omega_i(p_i^2+q_i^2)+\tfrac16\sum_{ijl}\phi_{ijl}q_iq_jq_l+\tfrac1{24}\sum_{ijln}\phi_{ijln}q_iq_jq_lq_n+B\sum_\alpha\pi_\alpha^2,$$

$$\pi_\alpha=\sum_{i<j}\zeta^\alpha_{ij}\left(\sqrt{\tfrac{\omega_j}{\omega_i}}\,q_ip_j-\sqrt{\tfrac{\omega_i}{\omega_j}}\,q_jp_i\right).$$

Here $\phi$ denotes derivatives of the potential and $B=1/(2I)$, with $I$ the equilibrium moment of inertia. The vibrational angular momentum $\pi_\alpha$ appears because the rotational energy is $B(J-\pi)^2$, which does not vanish at $J=0$. If $l_{ai}$ is the mass-weighted displacement of atom $a$ in mode $i$, then $\zeta^\alpha_{ij}=\sum_a(l_{ai}\times l_{aj})_\alpha$. Count the cubic term as first order, and the quartic and $B$ terms as second. The dependence of $I$ on $q$ enters at higher order.

**Answer.** Symmetry makes the effective energy matrix within a $T_2$ level a multiple of the unit matrix. One component $k$ is therefore enough. The cubic term changes the number of quanta by an odd number and does not connect one-quantum states with each other, so no denominator vanishes through the degeneracy.

*Quartic term.* It acts in first order. Adding a quantum to $k$ raises $\langle q_k^2\rangle$ from $\frac12$ to $\frac32$ and $\langle q_k^4\rangle$ from $\frac34$ to $\frac{15}4$. The term $\phi_{kkkk}q_k^4/24$ gives $3\phi_{kkkk}/24=\phi_{kkkk}/8$. For $i\neq k$ there are six orderings of $kkii$, so the term is $\frac14\phi_{kkii}q_k^2q_i^2$ and gives $\frac14\cdot1\cdot\frac12\,\phi_{kkii}$. Together,

$$\Delta_k^{(4)}=\tfrac18\sum_i\phi_{kkii}.$$

*Cubic term, mean displacement.* Write $q_i=(a_i+a_i^\dagger)/\sqrt2$ and place creation operators on the left. Each of the three possible contractions contributes $\frac12$, which leaves a linear term $\frac14\sum_ld_lq_l$ with $d_l=\sum_j\phi_{ljj}$. A shift of origin by $x_l=-d_l/(4\omega_l)$ removes it at this order. The ordered cubic term then yields $\frac12\sum_{ijl}\phi_{ijl}x_l\,{:}q_iq_j{:}$, where colons mark the ordering. Since $\langle{:}q_k^2{:}\rangle$ rises from 0 to 1, the contribution is

$$\tfrac12\sum_l\phi_{kkl}x_l=-\tfrac18\sum_l\frac{\phi_{kkl}}{\omega_l}\sum_j\phi_{ljj}.$$

By symmetry $d_l$ is nonzero only for the totally symmetric mode.

*Cubic term, virtual pairs.* The ordered cubic operator takes $|1_k\rangle$ to two kinds of state.

With two creators and one annihilator it gives $\frac{1}{4\sqrt2}\sum_{ij}\phi_{ijk}a_i^\dagger a_j^\dagger|0\rangle$. The two pairings in the norm supply a factor 2, so the coefficient is $2/32=1/16$ and the denominator is $\omega_k-\omega_i-\omega_j$.

With three creators the amplitude is $\phi_{ijl}/(12\sqrt2)$. If the original quantum $k$ pairs with itself, the result is the ground-state energy correction, which cancels in the transition. The exchange pairings number $3\cdot3\cdot2=18$, and $18/288=1/16$. The four-quantum state then contains $i,j$ and two quanta of $k$, so the denominator is $\omega_k-(\omega_i+\omega_j+2\omega_k)=-(\omega_i+\omega_j+\omega_k)$. Hence

$$\Delta_k^{(3)}=\tfrac1{16}\sum_{ij}\phi_{kij}^2\left[\frac1{\omega_k-\omega_i-\omega_j}-\frac1{\omega_k+\omega_i+\omega_j}\right]-\tfrac18\sum_{l}\frac{\phi_{kkl}}{\omega_l}\sum_j\phi_{ljj}.$$

For one mode this is $-\phi^2(\frac1{16}+\frac1{48}+\frac18)/\omega=-5\phi^2/(24\omega)$.

*Kinetic term.* Only pairs $(k,j)$ respond to the added quantum. Cross terms between different pairs are odd in some coordinate and average to zero. With $r=\sqrt{\omega_j/\omega_k}$, one pair contributes

$$B(\zeta^\alpha_{kj})^2\left[r^2\langle q_k^2\rangle\langle p_j^2\rangle+r^{-2}\langle q_j^2\rangle\langle p_k^2\rangle-\tfrac12\right].$$

The constant arises from $\langle qp\rangle=i/2$ and $\langle pq\rangle=-i/2$, which hold in every state with a definite number of quanta: each of the two mixed products is $(i/2)(-i/2)=\frac14$. Raising $\langle q_k^2\rangle$ and $\langle p_k^2\rangle$ by 1, with the averages for $j$ equal to $\frac12$, gives

$$\Delta_k^{(B)}=\frac B2\sum_{\alpha j}(\zeta^\alpha_{kj})^2\left(\frac{\omega_j}{\omega_k}+\frac{\omega_k}{\omega_j}\right)\ge0.$$

The total shift is $\Delta_k=\Delta_k^{(3)}+\Delta_k^{(4)}+\Delta_k^{(B)}$.

These formulas were tested on a two-mode Hamiltonian with frequencies 1 and 0.8, cubic constants $\phi_{111},\phi_{112},\phi_{122},\phi_{222}=g(1,-0.8,0.7,0.9)$, quartic constants $\phi_{1111},\phi_{1122},\phi_{2222}=g^2(1.1,0.6,0.9)$, $B=0.5g^2$ and $\zeta=0.7$. When $g$ was halved from 0.04 to 0.02, the difference from direct diagonalization fell by a factor of 15.98. A fourth-order remainder requires 16 in the limit of small $g$. The model has no degenerate modes and a single $\zeta$, so the application to a threefold level rests on the symmetry argument above.

## (e) Use mass scaling to predict the sign of $X$ when the shifts are negative.

**Answer.** First multiply all masses by $\lambda$. Then $\omega\propto\lambda^{-1/2}$, and a unit of $q$ corresponds to a Cartesian displacement proportional to $(m\omega)^{-1/2}\propto\lambda^{-1/4}$. Therefore $\phi_{ijl}\propto\lambda^{-3/4}$, $\phi_{ijln}\propto\lambda^{-1}$ and $B\propto\lambda^{-1}$. Since $\phi_{ijl}^2/\omega\propto\lambda^{-3/2+1/2}=\lambda^{-1}$, every part of $\Delta$ scales as $\lambda^{-1}$. At this order

$$\delta=\Delta/\omega\propto\lambda^{-1/2}\propto\omega .$$

Deuteration changes the hydrogen masses alone, so for silane this scaling is an approximation, reasonable because hydrogen carries most of the motion. Setting $\delta_s'\approx\delta_s\omega_s'/\omega_s$ in the first-order form of (c) gives

$$X\approx-\sum_{s=3,4}\delta_s\left(1-\frac{\omega_s'}{\omega_s}\right).$$

Within this estimate, and since $\omega_s'<\omega_s$, negative shifts make $X$ positive. The heavier molecule explores less of the anharmonic potential, so its fundamentals are lowered by a smaller fraction.

## (f) Evaluate $X$ from the following data and identify its origin.

The data come from Hartree-Fock theory in the def2-SVP basis, at the optimized bond length of 1.481 angstrom. The anharmonic constants were obtained from Hessians at displaced geometries. Neither the step length nor the basis was varied, so the last digits of the shifts are kept for the arithmetic below and are not shown to be converged. Harmonic energies are in eV and shifts in meV.

| Mode | $\omega$ | cubic | quartic | kinetic |
|---|---:|---:|---:|---:|
| SiH$_4$ stretch | 0.28973 | −13.140 | 3.281 | 0.804 |
| SiH$_4$ bend | 0.12519 | 1.064 | −3.443 | 0.782 |
| SiD$_4$ stretch | 0.20929 | −6.832 | 1.676 | 0.406 |
| SiD$_4$ bend | 0.09201 | 0.567 | −1.819 | 0.388 |

**Answer.** The harmonic ratios are 0.72234 for the stretch and 0.73499 for the bend. Their product is 0.5309, in agreement with (b).

For the SiH$_4$ stretch, $\Delta=-13.140+3.281+0.804=-9.055$ meV, or $\delta=-3.125\%$. In the same way $\delta=-1.276\%$ for its bend, and $-2.270\%$ and $-0.940\%$ for the stretch and bend of SiD$_4$ (the last from the unrounded shift of −0.865 meV; the rounded table entries give $-0.939\%$). The computed fundamentals are:

- SiH$_4$: 0.2807 eV (2264 cm$^{-1}$) and 0.1236 eV (997 cm$^{-1}$);
- SiD$_4$: 0.2045 eV (1650 cm$^{-1}$) and 0.0911 eV (735 cm$^{-1}$).

The excess is

$$X=\frac{0.97730\times0.99060}{0.96875\times0.98724}-1=0.0123,$$

so the fundamental ratio is $0.5309\times1.0123=0.5374$. The estimate of (e) gives

$$0.03125(1-0.72234)+0.01276(1-0.73499)=0.0121 .$$

The approximate mass scaling thus accounts for nearly all of the computed excess.

With the cubic and quartic shifts alone, $X=1.53\%$. With the kinetic shifts alone, $X=-0.29\%$. The two do not add exactly, because $X$ is a ratio of products. Within this model the anharmonic force constants cause the excess, and vibrational angular momentum offsets about a fifth of their effect.

The two modes reach their negative shifts differently. The cubic part dominates in the stretch and the quartic part in the bend. This division, like that between force-constant and kinetic shifts, belongs to the rectilinear normal coordinates used here. A straight-line bending motion lengthens the bonds at second order, so even a potential quadratic in bond lengths and angles gives nonzero cubic and quartic $\phi$. Only the total shift is independent of the choice of coordinates. In the first-order sum of (c), the stretch supplies $3.125-2.270=0.855$ percentage points and the bend 0.336, so the stretch accounts for about 70% of the excess.

## (g) Compare with real silane. Which neglected effects matter?

**Answer.** The observed excess is roughly one to two percent, with the same sign. This supports the attribution but does not validate each computed shift. The measured SiH$_4$ fundamentals are roughly 2200 and 910 cm$^{-1}$, so the computed stretch is about 3% too high and the bend about 10%. Hartree-Fock omits electron correlation, and the basis is small. Errors in the harmonic force constants do not alter $\rho$, but errors in the relative shifts enter $X$ directly.

The totally symmetric stretch, treated as a single mode, gives a limited measure of two omissions. Second-order perturbation theory gives a shift of −1.844 meV and diagonalization −1.838 meV, so higher orders are small in that problem. These values come from a polynomial fit of the energy curve, and another choice of fit moves them by about 0.003 meV. The single-mode problem leaves out all coupling between modes, and its relative shift is only about a fifth of that of the $T_2$ stretch, so it does not bound the higher orders there. Adding correlation through second-order Møller-Plesset theory (MP2) changes its relative shift from −0.632% to −0.687%, about 9% larger in magnitude in this basis, which was not varied. If the $T_2$ shifts grew by the same fraction, which is a conjecture, $X$ would rise to about 1.3%.

Mixing between modes needs a separate look. The harmonic stretch lies 0.0305 eV from the nearest level with two bending quanta in SiH$_4$, and 0.0253 eV in SiD$_4$. In SiH$_4$ this nearest level has both quanta in the doubly degenerate bend of species $E$. Its states have species $A_1$ and $E$, so it cannot mix with the $T_2$ stretch. The nearest level that can mix has one quantum in each bend and is about 0.035 eV away. First-order mixing gives all levels with two bending quanta a total weight of 2.7% in SiH$_4$ and 2.1% in SiD$_4$. No denominator is close to zero here, but these weights do not bound the higher-order error. A closer resonance would require diagonalization of the interacting levels.

Three further effects concern the data:

- **Silicon isotope.** Replacing $^{28}$Si by $^{30}$Si in both molecules lowers $\rho$ by 0.33%, about a quarter of $X$. The isotope must be matched to the measured line.
- **Electron mass.** Using bare nuclear masses changes $\rho$ by −0.025%. This indicates the scale of the ambiguity in how electrons follow the nuclei, and is not a full correction to the Born-Oppenheimer approximation.
- **Temperature.** With the computed fundamentals, the threefold first excited level of the $T_2$ bend has at 300 K 2.5% of the ground-level population in SiH$_4$ and 8.8% in SiD$_4$. The computed bend is too high, so these are underestimates: the measured 910 cm$^{-1}$ gives about 4% in SiH$_4$. Transitions from it can distort an unresolved band, so band origins should be used instead of maxima.

The rule remains useful for assignment if its accuracy is respected. Predicting the SiD$_4$ bend from the other three computed fundamentals and $\rho$ gives $735/1.0123=726$ cm$^{-1}$, which is 9 cm$^{-1}$ too low. A mismatch of this size and sign is no evidence of a wrong assignment. The formula does not apply to partly deuterated silanes, whose lower symmetry splits the $T_2$ modes and mixes them with others.

The remaining digits are in the numerical output.

## Numbers as computed

```
masses H, D, 28Si: 1.00783 2.01410 27.97693 u
total mass SiH4, SiD4: 32.0082 36.0333 u
mass ratio mH/mD: 0.50038
root of total-mass ratio: 1.06101
product rule rho: 0.53092
HF/def2-SVP bond length: 1.4813 angstrom
SiH4 rotational constant B: 0.3544 meV
SiH4 stretch harmonic: 0.28973 eV
  cubic, quartic, kinetic shift: -13.140 3.281 0.804 meV
  total shift: -9.055 meV, relative -3.125 %
  fundamental: 0.28068 eV = 2263.8 cm^-1
SiH4 bend harmonic: 0.12519 eV
  cubic, quartic, kinetic shift: 1.064 -3.443 0.782 meV
  total shift: -1.597 meV, relative -1.276 %
  fundamental: 0.12359 eV = 996.8 cm^-1
SiD4 rotational constant B: 0.1773 meV
SiD4 stretch harmonic: 0.20929 eV
  cubic, quartic, kinetic shift: -6.832 1.676 0.406 meV
  total shift: -4.750 meV, relative -2.270 %
  fundamental: 0.20454 eV = 1649.7 cm^-1
SiD4 bend harmonic: 0.09201 eV
  cubic, quartic, kinetic shift: 0.567 -1.819 0.388 meV
  total shift: -0.865 meV, relative -0.940 %
  fundamental: 0.09115 eV = 735.1 cm^-1
harmonic D/H ratio, stretch: 0.72234
harmonic D/H ratio, bend: 0.73499
harmonic product ratio, computed: 0.53092
fundamental product ratio: 0.53743
excess over rho: 1.226 %
excess, force-field shifts only: 1.526 %
excess, kinetic shifts only: -0.285 %
excess, mass-scaling estimate: 1.206 %
two-mode test, error fall on halving coupling: 15.98
SiH4 breathing HF, harmonic: 0.29165 eV
  one-mode shift, 2nd order and diagonalized: -1.844 -1.838 meV
  relative 2nd-order shift: -0.632 %
SiH4 breathing MP2, harmonic: 0.28793 eV
  one-mode shift, 2nd order and diagonalized: -1.977 -1.975 meV
  relative 2nd-order shift: -0.687 %
SiH4 stretch to nearest two-bend level: 0.0305 eV
  two-bend weight in stretch level: 2.662 %
SiD4 stretch to nearest two-bend level: 0.0253 eV
  two-bend weight in stretch level: 2.085 %
rho for 30Si: 0.52917, change -0.329 %
rho, nuclear masses: 0.53078, change -0.025 %
SiH4 bend v=1 to v=0 population, 300 K: 2.52 %
SiD4 bend v=1 to v=0 population, 300 K: 8.83 %
```
